Error of the quasi-steady radical approximation in first-order kinetics

A precursor A is broken up in a plasma into a radical R, and the radical is turned into a product P:

A → R → P

The same letters denote the densities. Each precursor molecule is converted at the rate kf (formation), and each radical is lost at the rate kl (loss), both in s⁻¹. The gas is closed and well mixed, both steps are irreversible, and kf and kl are constant. The plasma is switched on at t = 0, when A = A0 and R = P = 0. The ratio of the two rates is

ε = kf/kl

and ε < 1 unless stated otherwise. The quasi-steady approximation replaces the differential equation for R by an algebraic one. The problem is to find what this costs, and from what time onward.

**(a) Write the balances and solve them for A, R and P.**

Each conversion removes one particle from one species and adds one to the next:

A' = −kf A
R' = kf A − kl R
P' = kl R

The prime is a time derivative. The right-hand sides add to zero, so A + R + P = A0 at all times. The first equation gives

A = A0 exp(−kf t)

For the radical, move the loss term to the left and multiply by exp(kl t). The left side becomes the derivative of a product:

d/dt [R exp(kl t)] = kf A0 exp[(kl − kf)t]

Integrate from 0 to t, using R(0) = 0:

R exp(kl t) = kf A0 {exp[(kl − kf)t] − 1}/(kl − kf)

Multiplication by exp(−kl t) gives

R = A0 kf [exp(−kf t) − exp(−kl t)]/(kl − kf)

and conservation gives P = A0 − A − R. With kl > kf the second exponential dies first. What remains of R then falls at the precursor's rate kf, although each single radical lives only for a time of about 1/kl.

**(b) Form the quasi-steady radical density Rq and find its relative error at every t > 0. What is left of the error after the transient, and of what order in ε is it?**

Setting R' = 0 in the radical balance gives kf A = kl Rq, or

Rq = (kf/kl) A = εA

Here A is the true precursor density at time t, so Rq varies in time. The approximation says that formation and loss nearly cancel; it does not say that R is constant.

Take the factor exp(−kf t) out of the bracket in R and divide by Rq = (kf/kl) A0 exp(−kf t). The factors kf, A0 and exp(−kf t) cancel:

R/Rq = [kl/(kl − kf)] {1 − exp[−(kl − kf)t]}

Since kl/(kl − kf) = 1/(1 − ε), and with the abbreviation θ = (kl − kf)t,

R/Rq = [1 − exp(−θ)]/(1 − ε)

Define the signed error relative to the true density, E = Rq/R − 1. Then

E = (1 − ε)/[1 − exp(−θ)] − 1

To separate the lasting part from the transient, use

1/[1 − exp(−θ)] = exp(θ)/[exp(θ) − 1] = 1 + 1/[exp(θ) − 1]

which gives

E = −ε + (1 − ε)/[exp(θ) − 1]

The second term vanishes as θ grows, and

E → −ε

The approximation ends up too low by the fraction ε of the true radical density. In this model the late error has no higher powers of ε when it is measured against R. Measured against Rq it is

(Rq − R)/Rq → 1 − 1/(1 − ε) = −ε/(1 − ε) = −ε − ε² − …

which is again first order, with higher terms. The choice of reference therefore matters at second order. The absolute error is smaller still:

R − Rq → Rq ε/(1 − ε) = ε²A/(1 − ε)

It is of second order compared with the precursor density, because the radical density is itself of first order.

**(c) When is the transient over? Find the time at which E changes sign, the largest radical density, and the time after which E stays within a fraction f of ε from its limit.**

The transient term falls steadily from very large values to zero, so E crosses zero once. At the crossing

exp(θ) − 1 = (1 − ε)/ε, so exp(θ) = 1/ε

and the time is

t* = ln(1/ε)/(kl − kf)

Because kf A = kl Rq, the radical balance can be written R' = kl(Rq − R). Hence R rises while Rq is above it, falls when Rq is below it, and has its maximum at t*. There R = Rq = εA0 exp(−kf t*). With kf/(kl − kf) = ε/(1 − ε), the exponential is

exp[−ε ln(1/ε)/(1 − ε)] = ε^[ε/(1 − ε)]

and the extra factor ε raises the exponent by one, to ε/(1 − ε) + 1 = 1/(1 − ε):

Rmax = A0 ε^[1/(1 − ε)]

The agreement at t* is a crossing of two curves and no sign of accuracy at later times. For the error to lie within fε of −ε, the transient term must have fallen to fε:

(1 − ε)/[exp(θ) − 1] = fε

t_f = ln[1 + (1 − ε)/(fε)]/(kl − kf)

This time is not a fixed number of radical lifetimes. For small ε it is close to ln[1/(fε)] lifetimes, and this number grows as ε shrinks, since the transient must fall below an ever smaller remainder. If one waits a fixed number N of lifetimes and lets ε go to zero, then θ → N and E → 1/[exp(N) − 1], which does not vanish with ε. The first-order law therefore belongs to times beyond t_f.

Waiting that long uses up little precursor when ε is small. The product kf t_f is close to ε ln[1/(fε)], which goes to zero with ε.

**(d) What causes the remaining error, and how can it be reduced?**

Let δ = R − Rq. The radical balance gives R' = −kl δ, and Rq' = −kf Rq because Rq is proportional to A. Subtracting,

δ' = −kl δ + kf Rq = −kl δ + εkf A

The first term removes any difference within about a radical lifetime. The second renews it, because the target Rq keeps falling. If A were held constant by a supply, Rq' would be zero, the second term would be absent, and δ would decay to nothing for any ε. The lasting error thus comes from the decay of the precursor.

The lag can be seen in the radical population. Radicals present at time t were formed at earlier times t − s and have survived for the time s:

R(t) = ∫₀ᵗ kf A(t − s) exp(−kl s) ds

The weight exp(−kl s) has the mean age 1/kl. Once t spans several lifetimes, so that the upper limit no longer cuts this weight off, the radicals remember the precursor as it was about one lifetime ago, when there was more of it, and R lies above Rq. Before t* the integral is still incomplete and R lies below Rq.

This suggests two corrections. The first multiplies Rq by 1 + ε. Since Rq/R → 1 − ε, its late relative error is

(1 − ε)(1 + ε) − 1 = −ε²

The second evaluates Rq one lifetime earlier. As A falls as exp(−kf t), this multiplies Rq by exp(kf/kl) = exp(ε), and the late relative error is

(1 − ε)(1 + ε + ε²/2 + …) − 1 = −ε²/2 + terms of order ε³

Both remove the first-order error. Neither repairs the transient.

**(e) How large is the error in the product?**

Put Rq into the product balance: Pq' = kl Rq = kf A = −A'. With Pq(0) = 0,

Pq = A0 − A

The true product is P = A0 − A − R, so

Pq − P = R

The approximation credits the radicals still in the gas as product already formed. This error is never larger than Rmax, which is below εA0 because ε^[ε/(1 − ε)] < 1. Relative to the initial precursor density, the product error is thus below ε at all times.

Relative to the product already formed, it is large at first. For kl t ≪ 1 the balances give R ≈ kf A0 t and then P ≈ kf kl A0 t²/2, so

(Pq − P)/P ≈ 2/(kl t)

If a short plasma pulse ends in this regime, Pq far exceeds the product present at that moment. If formation stops when the pulse ends, it still gives the final yield, because the remaining radicals become product after the pulse and P rises to the value Pq had at its end. Long-lived excited species, such as the argon metastables of part (g), go on breaking precursor after the pulse and make the yield larger than this. At late times the relative product error goes to zero, since R vanishes while P approaches A0.

One may instead take the product from conservation, Pc = A0 − A − Rq. Its error is Pc − P = R − Rq = δ, which at late times is ε²A/(1 − ε), one order better. At t = 0, however, it gives the impossible value −εA0, so it too serves only after the transient.

**(f) What happens for ε ≥ 1? Which rate sets the error if only part of the precursor becomes R, or if the wall returns some of it?**

For equal rates kf = kl = k, the integrand in part (a) is the constant kA0. Then R = A0 kt exp(−kt), while Rq = A0 exp(−kt), and

R/Rq = kt

The ratio never settles. For ε > 1 the formula for R/Rq still holds, but both of its factors change sign:

R/Rq = {exp[(kf − kl)t] − 1}/(ε − 1)

This grows exponentially. The precursor is soon gone, and a stock of radicals drains at its own slower rate kl, while Rq follows the vanished precursor. In this closed model the ratio settles only if kl > kf, and the late error is small only if kl is much larger than kf.

Now let a fraction b of the broken precursor molecules become R, the rest forming other fragments. The source is b kf A, so both R and Rq = bεA are multiplied by b, and E is unchanged. The late error is set by the precursor's total decay rate, here kf, and not by the smaller rate b kf at which it forms R.

If in addition a fraction w of the radicals lost at the wall comes back as precursor, then A' = −kf A + w kl R. At late times A and R decay together as exp(−λt). The radical balance becomes −λR = b kf A − kl R, so R = b kf A/(kl − λ). With Rq = b kf A/kl,

E → −λ/kl

To leading order kl R ≈ b kf A, so λ ≈ (1 − wb)kf and E ≈ −(1 − wb)ε. The return slows the decay of the precursor and reduces the lag.

**(g) Evaluate the results for a trace of silane, SiH₄, in an argon discharge, with R = SiH₃.**

The following inputs are rough typical values. The pressure is 50 mTorr, the gas temperature T is 500 K, the plate gap L is 3.0 cm and the silane share is 0.1 %. The total gas density p/(kB T) is 9.66×10¹⁴ cm⁻³, so A0 = 9.66×10¹¹ cm⁻³.

Silane is broken up by electrons (density 1.0×10¹⁰ cm⁻³, rate coefficient 3.0×10⁻⁹ cm³/s) and by argon metastables (3.0×10¹⁰ cm⁻³, 3.0×10⁻¹⁰ cm³/s):

kf = 30 + 9 = 39 s⁻¹

Every broken silane molecule is taken here to give SiH₃ (b = 1). In a real discharge much of it gives SiH₂ and other fragments, which lowers the densities below; by part (f), E does not depend on b.

The radicals are lost at the plates with probability β = 0.26 per impact. Let n be their density at the wall, v their mean speed and Γ their net flux to the wall. The flux striking the wall is nv/4 + Γ/2 in the diffusion approximation, and the fraction β of it is lost, so Γ = β(nv/4 + Γ/2). Solving for Γ = hn gives the wall loss velocity

h = βv/[2(2 − β)]

For SiH₃ at 500 K, v = √(8kB T/πm) = 5.83×10⁴ cm/s, where m is the radical's mass, and h = 4358 cm/s.

For a uniform source S per volume, steady diffusion D d²n/dx² = −S, with x measured from the midplane and n_w the wall density, gives

n = n_w + S(L²/4 − x²)/(2D)

The mean of x² across the gap is L²/12, so the mean density is n_w + SL²/(12D). Each wall takes half the production, hn_w = SL/2. The mean density divided by S is the mean residence time:

1/kl = L²/(12D) + L/(2h)

A rough product of pressure and diffusion coefficient, 200 Torr cm²/s, gives D = 200/0.050 = 4000 cm²/s. The two terms are 0.188 ms and 0.344 ms. Thus 1/kl = 0.532 ms, kl = 1881 s⁻¹, and

ε = 39/1881 = 0.0207

The difference kl − kf is 1842 s⁻¹. The sign change and radical maximum come at t* = ln(1/0.0207)/1842 s⁻¹ = 2.10 ms. The error is within 10 % of its limit after t_f = ln[1 + 0.979/(0.1 × 0.0207)]/1842 s⁻¹ = 3.34 ms, about six radical lifetimes. The formulas of (a) and (b) give:

t = 0.532 ms: R = 1.25×10¹⁰ cm⁻³, Rq = 1.96×10¹⁰ cm⁻³, E = +57 %
t = 2.10 ms: R = Rq = 1.84×10¹⁰ cm⁻³, E = 0
t = 3.34 ms: R = 1.79×10¹⁰ cm⁻³, Rq = 1.76×10¹⁰ cm⁻³, E = −1.87 %
t = 25.6 ms: R = 7.52×10⁹ cm⁻³, Rq = 7.37×10⁹ cm⁻³, E = −2.07 %

After one radical lifetime the approximation is far too high. The last time is 1/kf, when the precursor has fallen to 1/e of A0. There E has reached −ε, the factor 1 + ε reduces the error to −0.043 %, and the product Pq is 1.2 % above P.

**(h) How do these numbers stand beside a real silane discharge?**

The strong dilution was chosen because SiH₃ radicals also react with each other. This is a second-order loss, which gains weight as the silane density rises. To size this and other omissions, the extended rate equations were integrated numerically to t = 25.6 ms with kf and kl held fixed. In each case R was compared with Rq = b kf A/kl, where A comes from the same run. The added parameters are again rough. The error, −2.07 % in the simple model, becomes:

−2.07 % if half of the broken silane gives SiH₃ (b = 0.5)
−0.82 % if 60 % of the lost radicals return as silane (w = 0.6, b = 1)
−1.95 % with recombination, loss term 2krR² and kr = 1.5×10⁻¹⁰ cm³/s
−1.93 % with silane feed and pumping, gas residence time 1.0 s
−1.26 % with all four together

The first value agrees with part (f), and so does the second, for which the leading-order estimate is −0.4ε = −0.83 %. Wall return is the largest of the four effects. With undiluted silane at the same pressure, kf and kl kept at their values above although no argon is then present, and recombination the only addition, Rq is 68 % too high at 25.6 ms, and further off at 3 ms, when the radicals are denser. The first-order model itself then fails, since Rq omits a major loss, and ε no longer measures the error.

The single wall rate is a further simplification. A numerical solution of the diffusion equation on a grid of 300 cells, with a uniform source falling as exp(−kf t), gives a late error of −2.13 %, close to −ε. If production is instead peaked at the midplane as a half sine wave, the mean residence time rises by 7.6 %. Using the uniform-source kl would then cause a larger error than the quasi-steady step does. The estimated mean free path 3D/v is 0.07 of the gap, so diffusion is a fair description but not a sharp one.

Reactions of other fragments with silane are also left out. Suppose that half of the broken silane gives SiH₂, and that SiH₂ is lost at the wall as fast as SiH₃. Its density is then at most 0.5 kf A0/kl. With a coefficient k₂ = 2×10⁻¹⁰ cm³/s for its reaction with silane, it raises kf by at most the fraction 0.5 k₂A0/kl, about 5 %. The plasma is also assumed to reach its steady electron density and temperature well within 0.5 ms; a slower ignition would alter the transient. The argon metastables, which supply 9 of the 39 s⁻¹, need an estimated 0.2 to 0.4 ms to build up. With such a rise the error after one radical lifetime is about 65 to 67 % instead of 57 %, and t* moves to 2.2 to 2.3 ms, while the late error stays near −ε. Finally, P counts everything lost at the wall, and only part of that need become film.

With a steady feed the lag fades once the silane density becomes constant, as part (d) explains. For the 1.0 s residence time this takes about 0.2 s and leaves an error of +0.05 %, because Rq omits the pumping of radicals. Without feed, the quasi-steady step in this dilute case costs about 2 % of the radical density after some 3 ms, or less if the wall returns silane. The rough rate coefficients and wall data are much less certain than that, so they, and not the quasi-steady step, limit a prediction of the SiH₃ density.

Numerical values quoted here were computed with a short program.
